# Spherically averaged p-shell density: ensemble but not pure-state v-representable

A boron atom has one electron outside the filled 1s and 2s shells, and three p orbitals of equal energy are open to it. The nuclear potential prefers no direction, so a density-functional calculation is naturally started from a spherical density, with one third of an electron in each p orbital. A wavefunction with the electron in \(p_z\), however, has a density stretched along \(z\), and one with the electron in \(p_{+1}\) has a density flattened into a ring. The question is whether the spherical density belongs to any ground-state wavefunction, of this potential or of another.

A density is pure-state N-representable if some antisymmetric wavefunction yields it. It is pure-state v-representable if that wavefunction is a ground state of some local potential, and ensemble v-representable if it is the density of a statistical mixture of degenerate ground states. The spherical average is N-representable and ensemble v-representable, and it is not pure-state v-representable. The last statement compares Hamiltonians with the same interaction, assumes that the individual states are not already spherical, and needs two further conditions: the p level must belong to the ground state, which requires a core beneath it, and the numbers of up and down spins must be fixed.

In Hartree atomic units, let \(H=T+W+\sum_k v(r_k)\), with \(v\) real, spherical and independent of spin, and \(W\) either the Coulomb repulsion or zero. All states have fixed \(N_\uparrow\) and \(N_\downarrow\). Assume that the lowest level \(E_0\) in this sector consists of exactly three real orthonormal states \(P_x,P_y,P_z\) that transform under spatial rotations like \(x,y,z\). With \((U_{\mathcal R}\Psi)(\mathbf r_1,\dots)=\Psi({\mathcal R}^{-1}\mathbf r_1,\dots)\) for a rotation matrix \(\mathcal R\), this means \(U_{\mathcal R}P_i=\sum_k P_k{\mathcal R}_{ki}\).

The densities of all states in the triplet follow from the transition densities \(n_{ij}(\mathbf r)=\langle P_i|\hat n(\mathbf r)|P_j\rangle\), where \(\hat n(\mathbf r)=\sum_k\delta(\mathbf r-\mathbf r_k)\). Since the \(P_i\) are real and \(\hat n\) multiplies, \(n_{ij}=n_{ji}\). The transition density of the rotated states at the rotated point equals that of the original states at the original point, so \(n_{ij}(\mathbf r)=\sum_{kl}{\mathcal R}_{ki}{\mathcal R}_{lj}\,n_{kl}({\mathcal R}\mathbf r)\). As a matrix equation, with \({\mathcal R}^{-1}={\mathcal R}^{T}\),
\[ n({\mathcal R}\mathbf r)={\mathcal R}\,n(\mathbf r)\,{\mathcal R}^{T}. \]
Take \(\mathbf r\) on the \(z\) axis, which rotations about \(z\) leave fixed. A rotation by \(\pi\) reverses \(x\) and \(y\), so \(n_{xz}=-n_{xz}=0\) and likewise \(n_{yz}=0\). A rotation by \(\pi/2\) sends \(x\to y\), \(y\to -x\), which gives \(n_{xx}=n_{yy}\) and \(n_{xy}=-n_{yx}\); the symmetry of the matrix then makes \(n_{xy}=0\). On the axis the matrix is therefore \(\mathrm{diag}(\alpha,\alpha,\beta)=\alpha I+(\beta-\alpha)\hat{\mathbf z}\hat{\mathbf z}^T\). Any other point at the same radius is reached by a rotation that carries \(\hat{\mathbf z}\) into the unit vector \(\mathbf u=\mathbf r/r\). With \(A=(2\alpha+\beta)/3\) and \(B=\beta-\alpha\),
\[ n_{ij}(\mathbf r)=A(r)\,\delta_{ij}+B(r)\left(u_iu_j-\tfrac13\delta_{ij}\right). \]
This form holds with or without interaction. For a determinant with a filled spherical core and one orbital \(p_i=R(r)\sqrt{3/4\pi}\,u_i\), normalized by \(\int R^2r^2dr=1\), the core orbitals are common to bra and ket and orthogonal to the \(p_i\), so \(n_{ij}=n_{\rm core}\delta_{ij}+p_ip_j\), and
\[ A=n_{\rm core}+\frac{R^2}{4\pi},\qquad B=\frac{3R^2}{4\pi}. \]
For two parallel p electrons the determinant built from \(p_xp_y\) rotates like \(z\), its p density is \((3R^2/4\pi)(1-u_z^2)\), and \(B\) only changes sign. The last assumption is that \(B\) does not vanish identically; if it did, every state of the triplet would already be spherical.

The equal-weight ensemble is \(\Gamma=\tfrac13\sum_i|P_i\rangle\langle P_i|\). Each member has energy \(E_0\), so \(\mathrm{Tr}\,\Gamma H=E_0\) and \(\Gamma\) is a ground-state ensemble. Its density is one third of the trace of \(n_{ij}\), and because \(\sum_i(u_i^2-\tfrac13)=0\),
\[ \bar n(\mathbf r)=\tfrac13\sum_i n_{ii}(\mathbf r)=A(r). \]
For one orbital this is Unsöld's sum, \(\tfrac13\sum_ip_i^2=R^2/4\pi\). The spherical density is thus ensemble v-representable.

The general pure ground state is \(\Psi=\sum_ic_iP_i\) with \(\mathbf c=\mathbf a+i\mathbf b\), \(\mathbf a\) and \(\mathbf b\) real and \(|\mathbf a|^2+|\mathbf b|^2=1\); this covers every real and every complex p orbital. Its density is \(n_c=\sum_{ij}c_i^*c_j\,n_{ij}\). The imaginary part of \(c_i^*c_j\) is \(a_ib_j-b_ia_j\), which is antisymmetric and drops out against the symmetric \(n_{ij}\). The real part is \(M_{ij}=a_ia_j+b_ib_j\), with trace 1. Hence
\[ n_c-\bar n=B(r)\left(\mathbf u^TM\mathbf u-\tfrac13\right)=B(r)\,\mathbf u^TD\,\mathbf u,\qquad D=M-\tfrac13I . \]
Two vectors in three dimensions always leave a direction \(\mathbf e\) normal to both, and \(M\mathbf e=0\). Since \(\mathbf u^TM\mathbf u=(\mathbf a\cdot\mathbf u)^2+(\mathbf b\cdot\mathbf u)^2\ge0\), the eigenvalues of \(M\) are \(\lambda\), \(1-\lambda\) and 0 with \(0\le\lambda\le1\). A spherical density needs all three equal to \(\tfrac13\). For a single orbital the meaning is direct: \(\mathbf c\cdot\mathbf u\) vanishes along \(\mathbf e\), so every p orbital has at least a nodal line, while \(R^2/4\pi\) has none. The end points \(\lambda=0,1\) have \(\mathbf b\) parallel to \(\mathbf a\) (or one of them zero), a real orbital times a constant phase. The midpoint \(\lambda=\tfrac12\) is \(p_{\pm1}\) about the axis \(\mathbf e\), for example \(\mathbf c=(1,i,0)/\sqrt2\), written \(P_+\) below.

The size of the miss follows from angular averages. In the principal axes of \(D\), with eigenvalues \(d_i\), \(\mathbf u^TD\mathbf u=\sum_id_iu_i^2\). The average of \(u_z^4\) over the sphere is \(\tfrac12\int_{-1}^1t^4dt=\tfrac15\), and expanding \(1=\langle(\sum_i u_i^2)^2\rangle=\tfrac35+6\langle u_x^2u_y^2\rangle\) gives \(\langle u_x^2u_y^2\rangle=\tfrac1{15}\). Using \(\sum_{i\ne j}d_id_j=(\sum_id_i)^2-\sum_id_i^2\) and \(\sum_id_i=0\),
\[ \langle(\mathbf u^TD\mathbf u)^2\rangle=\tfrac15\sum_id_i^2-\tfrac1{15}\sum_id_i^2=\tfrac2{15}\,\mathrm{tr}D^2 . \]
Here \(\mathrm{tr}D^2=\mathrm{tr}M^2-\tfrac23+\tfrac13=\lambda^2+(1-\lambda)^2-\tfrac13\), which runs from \(\tfrac16\) at \(\lambda=\tfrac12\) to \(\tfrac23\) at the end points. It is never zero, so \(n_c\neq\bar n\) on a set of positive volume wherever \(B\neq0\). Relative to the spherical p density \(R^2/4\pi=B/3\), the root-mean-square deviation of one orbital is \(3\sqrt{2\,\mathrm{tr}D^2/15}\), between \(1/\sqrt5=0.447\) for \(p_{\pm1}\) and \(2/\sqrt5=0.894\) for a real orbital.

The integrated distance factorizes,
\[ \int|n_c-\bar n|\,d^3r=\frac{4\pi}3\int|B|r^2dr\;\;\ell(\lambda),\qquad \ell=\frac3{4\pi}\int|\mathbf u^TD\mathbf u|\,d\Omega, \]
and the radial prefactor is 1 for a single orbital. For \(p_z\), \(\mathbf u^TD\mathbf u=t^2-\tfrac13\) with \(t=u_z\), and \(\ell=3\int_0^1|t^2-\tfrac13|\,dt\). The signed integral vanishes, so the positive and negative parts are equal. The negative part, with \(t_0=1/\sqrt3\), is \(t_0/3-t_0^3/3=2t_0/9\). Thus \(\ell=3\cdot4t_0/9=4/(3\sqrt3)=0.770\). For \(P_+\), \(D=\mathrm{diag}(\tfrac16,\tfrac16,-\tfrac13)\) is \(-\tfrac12\) times the matrix \(\mathrm{diag}(-\tfrac13,-\tfrac13,\tfrac23)\) of \(p_z\), so \(\ell=2/(3\sqrt3)=0.385\). These are the extremes. In fixed principal axes \(D\) is linear in \(\lambda\), so \(\ell\) is convex, and a quarter turn about \(\mathbf e\) exchanges \(\lambda\) and \(1-\lambda\), so \(\ell(\tfrac12)\le\tfrac12[\ell(\lambda)+\ell(1-\lambda)]=\ell(\lambda)\); convexity also places the maximum at the end points.

So far only the potential \(v\) has been excluded. Let \(v'=v+w\) be any other local, spin-independent potential, spherical or not, and \(H'=T+W+\sum_kv'(\mathbf r_k)\) with the same \(W\). A ground state means a minimizer of the energy expectation among the normalized states of the sector whose kinetic, interaction and absolute potential energies are finite. Let \(\Psi'\) be one for \(H'\), with energy \(E_0'\) and density \(n'\), and assume \(\int|v'|\bar n\) and \(\int|v|n'\) finite. Define
\[ \Delta_1=\langle\Psi'|H|\Psi'\rangle-E_0,\qquad \Delta_2=\mathrm{Tr}\,\Gamma H'-E_0'. \]
The variational principle for \(H\) gives \(\Delta_1\ge0\). Each \(P_i\) is an allowed trial state for \(H'\), because \(n_{ii}\le\sum_jn_{jj}=3\bar n\) makes \(\int|v'|n_{ii}\) finite; each has \(\langle P_i|H'|P_i\rangle\ge E_0'\), and the average gives \(\Delta_2\ge0\). The two Hamiltonians differ only by \(w\), so \(\langle\Psi'|H|\Psi'\rangle=E_0'-\int wn'\) and \(\mathrm{Tr}\,\Gamma H'=E_0+\int w\bar n\). In the sum the energies cancel:
\[ \Delta_1+\Delta_2=\int w\,(\bar n-n')\,d^3r . \]
Suppose \(n'=\bar n\). The right side is zero, and two non-negative numbers with zero sum both vanish. The quantity \(\Delta_1\) is the average of \(E-E_0\ge0\) over the spectral weights of \(\Psi'\) with respect to \(H\), so \(\Delta_1=0\) puts all weight at \(E_0\), and \(\Psi'\) is a combination \(\sum_ic_iP_i\). No such combination has density \(\bar n\). The supposition is false: \(\bar n\) is not the density of a pure ground state of any local potential with \(\int|v'|\bar n<\infty\), in this spin sector and for this \(W\). The statement compares Hamiltonians with the same interaction. To apply it to a Kohn–Sham system, one takes \(W=0\) and requires that the Kohn–Sham potential itself have such a triplet as its ground level.

A model that meets every assumption is three noninteracting electrons, \(N_\uparrow=2\) and \(N_\downarrow=1\), in \(v=r^2/2\), with \(\omega=1\) Ha. The orbital levels are \(n_x+n_y+n_z+\tfrac32\): a 1s level at 1.5 Ha and a threefold 1p level at 2.5 Ha. The ground configuration \(1s^21p\) has \(E_0=1.5+1.5+2.5=5.5\) Ha, is threefold degenerate, and lies 1 Ha below the next level. As a trial \(v'\), soften the well along \(z\) to \(\omega_z=0.8\) Ha, so that \(w=\tfrac12(\omega_z^2-1)z^2\). The third electron then takes \(p_z\), whose quantum is the cheapest. The \(x\) and \(y\) motions contribute 1 Ha per electron, and the \(z\) quantum numbers \(0,0,1\) give \(\sum(n_z+\tfrac12)=\tfrac52\), so \(E_0'=3+\tfrac52(0.8)=5\) Ha. A one-dimensional oscillator state of frequency \(\omega_z\) has kinetic energy \((n+\tfrac12)\omega_z/2\) and \(\langle z^2\rangle=(n+\tfrac12)/\omega_z\). Its energy in the original well is \((n+\tfrac12)(\omega_z+1/\omega_z)/2\), and therefore
\[ \Delta_1=\tfrac52\left[\tfrac12\left(0.8+\tfrac1{0.8}\right)-1\right]=0.0625\ \text{Ha}. \]
The moments are \(\langle z^2\rangle'=\tfrac52/0.8=3.125\) bohr² for \(\Psi'\) and \(\tfrac12+\tfrac12+\tfrac13(\tfrac12+\tfrac12+\tfrac32)=1.8333\) bohr² for the ensemble. Then \(\mathrm{Tr}\,\Gamma H'=5.5+\tfrac12(0.8^2-1)(1.8333)=5.17\) Ha and \(\Delta_2=5.17-5=0.17\) Ha. The right side of the identity is \(\tfrac12(0.8^2-1)(1.8333-3.125)=0.2325\) Ha, which is \(0.0625+0.17\). The trial potential does select a single pure state, and that state's density differs from \(\bar n\) by enough to supply the positive sum.

The same model shows that \(\bar n\) is N-representable. The 1s orbital is \(s=\pi^{-3/4}e^{-r^2/2}\) and \(p_x=\sqrt2\,xs\), so the ensemble has \(n_\downarrow=s^2\) and \(n_\uparrow=\pi^{-3/2}(1+\tfrac23r^2)e^{-r^2}\). Keep \(s\) for the down electron. For the two up electrons use Harriman's construction: let \(N(r)=\int_0^r4\pi r'^2n_\uparrow dr'\), which rises from 0 to 2, and set
\[ \phi_\pm=\sqrt{n_\uparrow/2}\;e^{\pm i\pi N(r)/2}. \]
Each orbital has norm \(\int n_\uparrow/2=1\), their densities add to \(n_\uparrow\), and since \(n_\uparrow d^3r\) becomes \(dN\) after the angular integration, \(\langle\phi_-|\phi_+\rangle=\tfrac12\int_0^2e^{i\pi N}dN=0\). The determinant is a pure state with density \(\bar n\). The construction is not special to the model: the rotation argument applies to each spin density, so the ensemble's \(n_\sigma\) are spherical, and with \(N(r)=\int_0^r4\pi r'^2n_\sigma dr'\) the orbitals \(\sqrt{n_\sigma/N_\sigma}\,e^{2\pi ikN(r)/N_\sigma}\), \(k=0,\dots,N_\sigma-1\), have densities adding to \(n_\sigma\) and overlaps \(N_\sigma^{-1}\int_0^{N_\sigma}e^{2\pi i(k-l)N/N_\sigma}dN=\delta_{kl}\). For \(\phi=\rho e^{i\theta}\) with real \(\rho,\theta\), \(|\nabla\phi|^2=|\nabla\rho|^2+\rho^2|\nabla\theta|^2\). With \(\rho^2=n_\uparrow/2\), \(|\theta'|=\pi N'/2=2\pi^2r^2n_\uparrow\) and two orbitals,
\[ T_\uparrow=\tfrac12\int|\nabla\sqrt{n_\uparrow}|^2d^3r+\tfrac12\int n_\uparrow\,(2\pi^2r^2n_\uparrow)^2d^3r . \]
Adaptive radial quadrature gives 1.1434 Ha for the first term, the von Weizsäcker energy, and 3.3340 Ha for the second. The ensemble has \(T_\uparrow=\tfrac12(1.5+2.5)=2\) Ha, because kinetic energy is half of each oscillator level. Equal densities give equal potential energies, so the Harriman state has energy \(5.5+1.1434+3.3340-2=7.9774\) Ha. This is one pure state with density \(\bar n\), and its energy is an upper bound on the lowest such energy. The argument with \(\Delta_1\) shows generally that every pure state of the sector with density \(\bar n\) lies strictly above \(E_0\), and so has a larger \(\langle T+W\rangle\) than the ensemble.

Without the core the conclusion is false. For a single electron, take \(\bar n=R^2/4\pi\) with \(R\) the lowest p radial function, positive for \(r>0\), and put \(\varphi=\sqrt{\bar n}\). The radial equation for \(l=1\) is \(-\tfrac12(R''+2R'/r)+(v+1/r^2)R=\varepsilon R\), the centrifugal term being \(l(l+1)/2r^2\). For a spherical function \(\nabla^2\varphi=\varphi''+2\varphi'/r\), so the same equation reads \(h'\varphi=\varepsilon\varphi\) with \(h'=-\tfrac12\nabla^2+v'\) and \(v'=v+1/r^2\). To see that \(\varphi\) is the ground state, take a bounded trial function that vanishes outside a large sphere (such functions approximate any state of finite energy and leave no surface term at infinity) and write it as \(\psi=\varphi g\). Expanding both sides shows \(|\nabla\psi|^2=\varphi^2|\nabla g|^2+\nabla\varphi\cdot\nabla(\varphi|g|^2)\). Integrate the last term by parts. The surface term on a small sphere scales as \(r^2|\psi|^2\varphi'/\varphi\sim r|\psi|^2\), since \(\varphi\sim r\), and vanishes; then \(-\tfrac12\nabla^2\varphi=(\varepsilon-v')\varphi\) cancels the potential term, leaving
\[ \langle\psi|h'-\varepsilon|\psi\rangle=\tfrac12\int\varphi^2|\nabla g|^2d^3r\ge0 . \]
In the harmonic well this can be seen level by level. For \(f=r^{q}e^{-r^2/2}\), \(f''+2f'/r=[q(q+1)/r^2-(2q+3)+r^2]f\), so \(f\) solves the channel \(l\) of \(v+1/r^2\) with energy \(q+\tfrac32\) when \(q(q+1)=l(l+1)+2\). The energies \(1+\tfrac12\sqrt{4l(l+1)+9}\) are 2.5000, 3.0616 and 3.8723 Ha for \(l=0,1,2\), and the s channel is lowest. The potential \(v'\) is admissible, because \(\langle1/r^2\rangle=\int r^2e^{-r^2}dr/\int r^4e^{-r^2}dr=(\sqrt\pi/4)/(3\sqrt\pi/8)=\tfrac23\) is finite. What breaks is \(\Delta_1\ge0\). The p level is not the ground level of \(v\), and \(\varphi\) has energy \(2.5-\tfrac23\) Ha in \(v\), so that \(\Delta_1=-0.6667\) Ha relative to the 1p level. For a lone electron \(\bar n\) is not an ensemble ground-state density of \(v\), and it is a pure ground-state density of \(v+1/r^2\).

The restriction to fixed \(N_\uparrow,N_\downarrow\) is also needed. Let \(M_S=\tfrac12\). Reversing all spins turns \(P_i^\uparrow\equiv P_i\) into partners \(P_i^\downarrow\) with \(M_S=-\tfrac12\), the same energy and the same \(n_{ij}\), because neither \(H\) nor \(\hat n\) acts on spin. In the harmonic well the ground level over all spin sectors has these 6 states, the fully polarized configuration \(1s\,1p^2\) lying one quantum higher. Consider
\[ \Phi=\tfrac1{\sqrt3}\left(P_z^\uparrow+P_x^\downarrow+iP_y^\downarrow\right). \]
The operator \(\hat n\) commutes with \(S_z\), so it has no elements between the sectors, and the cross term \(i(n_{xy}-n_{yx})\) within the down sector is zero. The density is \(\tfrac13(n_{zz}+n_{xx}+n_{yy})=\bar n\). Each sector contributes its own matrix of rank at most two, and their sum can be \(I/3\). For one orbital \(\Phi\) is the \(p_{1/2}\) spinor, with components proportional to \(z\) and \(x+iy\). In the full spin space the total density \(\bar n\) is therefore pure-state v-representable. The state has \(\langle S_z\rangle=\tfrac12\cdot\tfrac13-\tfrac12\cdot\tfrac23=-\tfrac16\) in place of \(+\tfrac12\), so it does not reproduce the separate spin densities of \(\Gamma\).

For boron with interaction, take full configuration interaction in the 6-31G basis at \(N_\uparrow=3\), \(N_\downarrow=2\). The nine orthonormalized basis functions give \(\binom93\binom92=3024\) determinants, and the Hamiltonian matrix is diagonalized directly. The basis holds complete s and p shells, so it is closed under rotation and the tensor form applies within it; the level order found is that of this basis and is no proof for the exact atom. The three lowest states lie at \(-24.563\) Ha, split only at the level of rounding error, with \(\langle S^2\rangle=0.75\), and the next level is 0.114 Ha (3.11 eV) higher. That level is the lowest quartet, and its distance is not converged in this basis: with the 1s shell frozen it is 3.11 eV in 6-31G, 3.51 eV in cc-pVDZ and 3.57 eV in cc-pVTZ. The states are aligned with the axes by diagonalizing \(\sum_k(x_k^2+2y_k^2+3z_k^2)\) within the triplet. The functions \(A=(n_{zz}+2n_{xx})/3\) and \(B=n_{zz}-n_{xx}\) are read from the one-particle density matrices on the \(z\) axis.

In this basis, at \(r=2\) bohr, \(A=0.02613\) and \(B=0.02278\) bohr⁻³. The state \(P_z\) has \(\mathbf u^TM\mathbf u=1\) on the \(z\) axis and density \(A+\tfrac23B=0.04132\) bohr⁻³. The state \(P_+\) has \(\mathbf u^TM\mathbf u=0\) on the \(z\) axis and \(\tfrac12\) on the \(x\) axis, with densities \(A-\tfrac13B=0.01854\) and \(A+\tfrac16B=0.02993\) bohr⁻³. The second moments of \(P_z\), from analytic Gaussian integrals, are \(\langle z^2\rangle=6.231\) and \(\langle x^2\rangle=4.147\) bohr². In their difference the spherical parts cancel, leaving \(4\pi(\tfrac15-\tfrac1{15})\int Br^4dr=(8\pi/15)\int Br^4dr=2.085\) bohr², a nonzero value that establishes \(B\not\equiv0\). A quarter turn shows that \(\langle z^2\rangle\) in \(P_x\) or \(P_y\) equals \(\langle x^2\rangle\) in \(P_z\), so the ensemble has \(\langle z^2\rangle=(6.231+2\times4.147)/3=4.842\) bohr².

Trapezoidal quadrature on a logarithmic radial grid gives \((4\pi/3)\int|B|r^2dr=0.9487\) electrons. The integral without the absolute value has the same digits, so \(B\) has no negative region of visible weight in this basis. The pure ground state closest to the spherical density in the integrated sense is of the type \(P_+\), at distance \(0.9487\times0.3849=0.365\) electrons out of five. The prefactor lies below the single-orbital value 1, so this distance is smaller than the single-orbital 0.385.

The boron numbers are those of 6-31G, which has no d functions, and they are not converged to the digits shown. With the 1s shell frozen, which changes the 6-31G values only in the last digit, cc-pVQZ gives \(A=0.0253\) and \(B=0.0208\) bohr⁻³ at 2 bohr, \(\langle z^2\rangle=6.74\) and \(\langle x^2\rangle=4.42\) bohr² with difference 2.32 bohr², a prefactor of 0.933 and a distance of 0.359 electrons. From cc-pVDZ to cc-pVQZ, including aug-cc-pVDZ and aug-cc-pVTZ, the prefactor stays between 0.92 and 0.94 and equals the integral without the absolute value to four digits, so the conclusions are unchanged while the distance is about 0.36 electrons.
